# Resistance Across a Cell Diagonal in an Infinite Square Resistor Grid: verification in Python

```python
"""Result under test: in an infinite square grid of equal resistors R, the
effective resistance between diagonally opposite nodes of one cell is 2R/pi.

Symbols: a(m,n) is the lattice Green function with its origin value subtracted,
  a(m,n) = average over kx,ky of (1-cos(m kx+n ky))/(4-2cos kx-2cos ky),
and the effective resistance between nodes (0,0) and (m,n) is 2 R a(m,n).
Finite grids have n x n nodes and free edges; R = 1 and I = 1 in the tests.
The example is an on-chip copper power grid with rough typical parameters.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

pi = np.pi


def factor_network(node_count, start, end, conductance):
    """Factor Kirchhoff's node equations, with node 0 grounded."""
    rows = np.concatenate([start, end, start, end])
    cols = np.concatenate([start, end, end, start])
    vals = np.concatenate([conductance, conductance, -conductance, -conductance])
    matrix = coo_matrix((vals, (rows, cols)), shape=(node_count, node_count)).tocsc()
    return splu(matrix[1:, 1:].tocsc(), permc_spec="MMD_AT_PLUS_A")


def potentials(solver, node_count, source, sink):
    """Node potentials for unit current from source to sink."""
    injected = np.zeros(node_count)
    injected[source] += 1.0
    injected[sink] -= 1.0
    voltage = np.zeros(node_count)
    voltage[1:] = solver.solve(injected[1:])
    return voltage


def resistance(solver, node_count, source, sink):
    voltage = potentials(solver, node_count, source, sink)
    return voltage[source] - voltage[sink]


def grid_edges(n):
    """Node numbers and segment ends; x segments first, then y segments."""
    node = np.arange(n * n).reshape(n, n)
    start = np.concatenate([node[:-1].ravel(), node[:, :-1].ravel()])
    end = np.concatenate([node[1:].ravel(), node[:, 1:].ravel()])
    return node, start, end


def green(m, n, points=1000):
    """a(m,n) by midpoint quadrature over the Brillouin zone."""
    k = (np.arange(points) + 0.5) * 2 * pi / points
    kx, ky = k[:, None], k[None, :]
    return np.mean((1 - np.cos(m * kx + n * ky)) / (4 - 2 * np.cos(kx) - 2 * np.cos(ky)))


# Green function values and the inner angular average
a10, a11 = green(1, 0), green(1, 1)
assert abs(2 * a10 - 0.5) < 2e-5
assert abs(2 * a11 - 2 / pi) < 2e-5
for c in (-0.6, 0.3, 0.95):
    average = quad(lambda b: 1 / (1 - c * np.cos(b)), -pi, pi)[0] / (2 * pi)
    assert abs(average - 1 / np.sqrt(1 - c * c)) < 1e-7

# Direct solution on finite grids, central cell
sizes = (40, 80, 160)
central = []
for n in sizes:
    node, start, end = grid_edges(n)
    solver = factor_network(n * n, start, end, np.ones(len(start)))
    A, B = node[n // 2 - 1, n // 2 - 1], node[n // 2, n // 2]
    central.append(resistance(solver, n * n, A, B))
excess = np.array(central) - 2 / pi
assert 3.8 < excess[0] / excess[1] < 4.2
assert 3.8 < excess[1] / excess[2] < 4.2
extrapolated = (4 * central[2] - central[1]) / 3
assert abs(extrapolated - 2 / pi) < 1e-5

# Potentials and currents on the largest grid; A is taken as the origin
h = n // 2 - 1
voltage = potentials(solver, n * n, A, B)
voltage -= 0.5 * (voltage[A] + voltage[B])
inner_current = voltage[A] - voltage[node[h + 1, h]]
outer_current = voltage[A] - voltage[node[h - 1, h]]
assert abs(inner_current - 1 / pi) < 2e-4
assert abs(outer_current - (0.5 - 1 / pi)) < 2e-4
assert abs(voltage[node[h + 2, h]] - (green(1, -1) - green(2, 0))) < 2e-4
assert abs(voltage[node[h + 5, h + 5]] + 1 / (9 * pi)) < 5e-4

# Longer diagonal, centred on the grid; the tolerance covers the finite size
diagonal3 = resistance(solver, n * n, node[h - 1, h - 1], node[h + 2, h + 2])
diagonal3_formula = 2 / pi * sum(1 / (2 * k - 1) for k in range(1, 4))
assert abs(diagonal3 - diagonal3_formula) < 1e-3

# Cells at the edge and at the corner of the same grid
edge_cell = resistance(solver, n * n, node[0, h], node[1, h + 1])
corner_out = resistance(solver, n * n, node[0, 0], node[1, 1])
corner_across = resistance(solver, n * n, node[0, 1], node[1, 0])
assert edge_cell > central[2] and corner_out > edge_cell

# Example inputs: rough typical values for an upper-level copper grid
pitch, width, thickness = 20e-6, 2e-6, 1e-6
resistivity = 20e-9
current = 10e-3
temp_ref, temp_use, temp_coefficient = 300.0, 378.0, 0.0039
via_resistance = 0.05
column_resistance = 0.30
spread = 0.10

segment = resistivity * pitch / (width * thickness)
effective = 2 * segment / pi
drop = effective * current
density = current / pi / (width * thickness)

# Unequal row and column resistors, direct solution
ratio = column_resistance / segment
half = len(start) // 2
unequal_g = np.concatenate([np.ones(half), np.full(half, 1 / ratio)])
unequal_solver = factor_network(n * n, start, end, unequal_g)
unequal_direct = resistance(unequal_solver, n * n, A, B)
assert abs(unequal_direct - 2 / pi * np.sqrt(ratio)) < 4e-4
unequal_effective = 2 / pi * np.sqrt(segment * column_resistance)


# Rows and columns on separate layers, joined by a via at every crossing
def two_layer_resistance(via_ratio, n=80):
    node, start, end = grid_edges(n)
    half, count = len(start) // 2, n * n
    flat = node.ravel()
    s = np.concatenate([start[:half], start[half:] + count, flat])
    e = np.concatenate([end[:half], end[half:] + count, flat + count])
    g = np.concatenate([np.ones(2 * half), np.full(count, 1 / via_ratio)])
    net = factor_network(2 * count, s, e, g)
    first, second = node[n // 2 - 1, n // 2 - 1], node[n // 2, n // 2]
    return resistance(net, 2 * count, first + count, second + count)


assert abs(two_layer_resistance(1e-6) - central[1]) < 1e-4
via_factor = two_layer_resistance(via_resistance / segment) / central[1]
assert via_factor > 1

# Random segment resistances: first-order spread, then random sampling
branch = voltage[start] - voltage[end]
relative_spread = spread * np.sqrt(np.sum(branch**4)) / central[2]
rng = np.random.default_rng(7)
small = 20
node_s, start_s, end_s = grid_edges(small)
A_s, B_s = node_s[9, 9], node_s[10, 10]
samples = []
for _ in range(400):
    r_random = 1 + spread * rng.standard_normal(len(start_s))
    net = factor_network(small**2, start_s, end_s, 1 / r_random)
    samples.append(resistance(net, small**2, A_s, B_s))
sampled_spread = np.std(samples) / np.mean(samples)
# 400 samples fix a standard deviation to about 4 percent
assert abs(sampled_spread / relative_spread - 1) < 0.15

# Self-inductance of one segment: mean inverse distance of two points in it
box = np.array([pitch, width, thickness])
pairs = 1_000_000
separation = (rng.random((pairs, 3)) - rng.random((pairs, 3))) * box
mean_inverse = np.mean(1 / np.sqrt(np.sum(separation**2, axis=1)))
inductance = constants.mu_0 / (4 * pi) * pitch**2 * mean_inverse
crossover = segment / (2 * pi * inductance)

atomic_resistance = constants.hbar / constants.e**2
temperature_rise = temp_coefficient * (temp_use - temp_ref)


def percent(value, reference):
    return 100 * (value / reference - 1)


print("TESTS, resistances in units of R, currents in units of I")
print(f"2/pi                                    {2/pi:.6f}")
print(f"2 a(1,1) by quadrature                  {2*a11:.6f}")
print(f"2 a(1,0) by quadrature                  {2*a10:.6f}")
for n_size, value in zip(sizes, central):
    print(f"central cell, {n_size:3d} x {n_size:3d} nodes          {value:.6f}")
print(f"extrapolated to infinite grid           {extrapolated:.6f}")
print(f"current in a cell wire at A, direct     {inner_current:.5f}")
print(f"1/pi                                    {1/pi:.5f}")
print(f"current in an outer wire at A, direct   {outer_current:.5f}")
print(f"1/2 - 1/pi                              {0.5-1/pi:.5f}")
print(f"three cells along diagonal, direct      {diagonal3:.4f}")
print(f"three cells along diagonal, formula     {diagonal3_formula:.4f}")
print("EXAMPLE, rough copper power grid")
print(f"pitch                                   {pitch*1e6:.0f} um")
print(f"line width                              {width*1e6:.0f} um")
print(f"line thickness                          {thickness*1e6:.0f} um")
print(f"effective resistivity                   {resistivity*1e9:.0f} nOhm m")
print(f"current                                 {current*1e3:.0f} mA")
print(f"segment resistance R                    {segment:.3f} Ohm")
print(f"effective resistance 2R/pi              {effective:.4f} Ohm")
print(f"the same in atomic units hbar/e^2       {effective/atomic_resistance:.3e}")
print(f"voltage between the nodes               {drop*1e3:.3f} mV")
print(f"dissipated power                        {drop*current*1e6:.2f} uW")
print(f"largest wire current                    {current/pi*1e3:.3f} mA")
print(f"largest current density                 {density*1e-10:.3f} MA/cm2")
print("NEGLECTED EFFECTS, change of effective resistance")
print(f"reference temperature                   {temp_ref:.0f} K")
print(f"temperature of use                      {temp_use:.0f} K")
print(f"temperature coefficient, rough          {temp_coefficient:.4f} 1/K")
print(f"heating to temperature of use           {100*temperature_rise:+.1f} %")
print(f"via resistance, rough                   {via_resistance:.2f} Ohm")
print(f"vias, both contacts on one layer        {100*(via_factor-1):+.1f} %")
print(f"side of the 160-node grid               {(sizes[2]-1)*pitch*1e3:.2f} mm")
print(f"finite grid, central cell               {percent(central[2], 2/pi):+.4f} %")
print(f"cell at middle of an edge               {percent(edge_cell, 2/pi):+.1f} %")
print(f"corner cell, diagonal from the corner   {percent(corner_out, 2/pi):+.1f} %")
print(f"corner cell, other diagonal             {percent(corner_across, 2/pi):+.1f} %")
print(f"random spread of each segment           {100*spread:.0f} %")
print(f"resulting spread, first order           {100*relative_spread:.1f} %")
print(f"resulting spread, 400 random grids      {100*sampled_spread:.1f} %")
print(f"crossings shorted, largest reduction    {100*width/pitch:.0f} %")
print(f"column resistor in unequal grid         {column_resistance:.2f} Ohm")
print(f"effective resistance, unequal grid      {unequal_effective:.4f} Ohm")
print(f"the same from direct solution           {unequal_direct*segment:.4f} Ohm")
print(f"self-inductance of one segment          {inductance*1e12:.1f} pH")
print(f"frequency where reactance equals R      {crossover*1e-9:.1f} GHz")
print("OK")
```

Printed output:

```
TESTS, resistances in units of R, currents in units of I
2/pi                                    0.636620
2 a(1,1) by quadrature                  0.636620
2 a(1,0) by quadrature                  0.500000
central cell,  40 x  40 nodes          0.637304
central cell,  80 x  80 nodes          0.636791
central cell, 160 x 160 nodes          0.636663
extrapolated to infinite grid           0.636620
current in a cell wire at A, direct     0.31833
1/pi                                    0.31831
current in an outer wire at A, direct   0.18167
1/2 - 1/pi                              0.18169
three cells along diagonal, direct      0.9765
three cells along diagonal, formula     0.9762
EXAMPLE, rough copper power grid
pitch                                   20 um
line width                              2 um
line thickness                          1 um
effective resistivity                   20 nOhm m
current                                 10 mA
segment resistance R                    0.200 Ohm
effective resistance 2R/pi              0.1273 Ohm
the same in atomic units hbar/e^2       3.099e-05
voltage between the nodes               1.273 mV
dissipated power                        12.73 uW
largest wire current                    3.183 mA
largest current density                 0.159 MA/cm2
NEGLECTED EFFECTS, change of effective resistance
reference temperature                   300 K
temperature of use                      378 K
temperature coefficient, rough          0.0039 1/K
heating to temperature of use           +30.4 %
via resistance, rough                   0.05 Ohm
vias, both contacts on one layer        +25.7 %
side of the 160-node grid               3.18 mm
finite grid, central cell               +0.0067 %
cell at middle of an edge               +14.6 %
corner cell, diagonal from the corner   +35.9 %
corner cell, other diagonal             +24.2 %
random spread of each segment           10 %
resulting spread, first order           3.4 %
resulting spread, 400 random grids      3.5 %
crossings shorted, largest reduction    10 %
column resistor in unequal grid         0.30 Ohm
effective resistance, unequal grid      0.1559 Ohm
the same from direct solution           0.1560 Ohm
self-inductance of one segment          12.5 pH
frequency where reactance equals R      2.5 GHz
OK
```
